\section*{Thermal broadening of a 600 cm⁻¹ phonon by symmetric two-phonon decay}

\section{What dimensions and symmetry fix}

An optical phonon of wavenumber $\nu$ decays into two phonons of wavenumber $\nu/2$. If the anharmonic coupling is weak, the linewidth is quadratic in the coupling. The coupling strength and the density of final pairs then form a common prefactor, the width $\Gamma_0$ at $T=0$. With frequencies and coupling held fixed, temperature enters through the daughter occupation alone, and this depends on one dimensionless ratio. Hence
\begin{equation}
\Gamma(T)=\Gamma_0F(y),\qquad y=\frac{hc\nu}{4k_BT},\qquad F(\infty)=1 .
\label{eq:form}
\end{equation}
Here $\Gamma$ is a full width at half maximum in cm$^{-1}$. The daughter energy divided by $k_BT$ is $2y$, and its thermal occupation is
\begin{equation}
n=\frac1{e^{2y}-1}.
\end{equation}

A symmetry restricts $F$ further. Creating the two daughters carries the Bose weight $(n+1)^2$, and the reverse process carries $n^2$. Section 2 shows that the linewidth contains their difference. Under the formal replacement $y\to-y$,
\begin{equation}
n(-y)=\frac{1}{e^{-2y}-1}=-\frac{e^{2y}}{e^{2y}-1}=-[n(y)+1].
\end{equation}
The two weights therefore change places and their difference changes sign: $F$ is odd. Since $n$ has a simple pole at $y=0$, each weight has at most a double pole, and oddness removes the $1/y^2$ term. The high-temperature expansion must therefore read $F=A/y+By+O(y^3)$. There is no constant term, and the first correction is smaller than the leading term by a factor of order $y^2$.

\section{From the cubic coupling to the width}

Let $a$ annihilate the parent phonon, and let $b_k,c_k$ annihilate the daughters of pair $k$, which have opposite wavevectors and total wavenumber $E_k$. Up to a constant, the Hamiltonian divided by $hc$ is
\begin{equation}
\frac{H}{hc}=\nu a^\dagger a+\sum_k\frac{E_k}{2}(b_k^\dagger b_k+c_k^\dagger c_k)
+\sum_k g_k(a\,b_k^\dagger c_k^\dagger+a^\dagger b_kc_k),
\end{equation}
with real $g_k$. Terms that cannot conserve energy in this decay are dropped.

With $s=2\pi ct$, Heisenberg's equation is $i\,dO/ds=[O,H/hc]$. The commutator needed for a pair is
\begin{align}
[b_kc_k,b_k^\dagger c_k^\dagger]
&=b_kb_k^\dagger c_kc_k^\dagger-b_k^\dagger b_kc_k^\dagger c_k\nonumber\\
&=(b_k^\dagger b_k+1)(c_k^\dagger c_k+1)-b_k^\dagger b_kc_k^\dagger c_k\nonumber\\
&=1+b_k^\dagger b_k+c_k^\dagger c_k .
\end{align}
To leading order in the coupling, the daughter numbers are replaced by their thermal means. Writing $f_k=1+2n_k$ for equal daughters gives
\begin{align}
i\frac{d\langle a\rangle}{ds}&=\nu\langle a\rangle+\sum_kg_k\langle b_kc_k\rangle,\\
i\frac{d\langle b_kc_k\rangle}{ds}&=E_k\langle b_kc_k\rangle+g_kf_k\langle a\rangle .
\end{align}
Remove the rapid oscillation by setting $\langle a\rangle=Ae^{-i\nu s}$ and $\langle b_kc_k\rangle=B_ke^{-i\nu s}$. With $B_k(0)=0$, the second equation integrates to
\begin{equation}
B_k(s)=-ig_kf_k\int_0^s e^{-i(E_k-\nu)(s-s')}A(s')\,ds'.
\end{equation}
Insert this into $dA/ds=-i\sum_kg_kB_k$:
\begin{equation}
\frac{dA}{ds}=-\sum_kg_k^2f_k\int_0^s e^{-i(E_k-\nu)(s-s')}A(s')\,ds'.
\end{equation}
For a dense, broad and smooth set of pairs, replace the sum by an integral with density $\rho$, and evaluate $\rho g^2f$ at $E=\nu$. The integral over $E$ gives $2\pi\delta(s-s')$. The delta function sits at the end of the time interval, so half of it counts:
\begin{equation}
\frac{dA}{ds}=-\pi\rho g^2(1+2n)A .
\end{equation}
Thus $|A|^2$ decays as $e^{-\Gamma s}$, with
\begin{equation}
\Gamma=\Gamma_0(1+2n),\qquad \Gamma_0=2\pi\rho g^2 .
\label{eq:width}
\end{equation}
The amplitude decays at $\Gamma/2$. Its line shape at wavenumber $\nu'$ is
\begin{equation}
\operatorname{Re}\int_0^\infty e^{i(\nu'-\nu)s-\Gamma s/2}ds
=\frac{\Gamma/2}{(\nu'-\nu)^2+(\Gamma/2)^2},
\end{equation}
which falls to half its maximum at $|\nu'-\nu|=\Gamma/2$. The full width is therefore $\Gamma$, and since $t=s/(2\pi c)$ the lifetime is $\tau=1/(2\pi c\Gamma)$.

The populations give the same factor by another route. With $N$ the mean parent number and $\gamma_0=2\pi c\Gamma_0$, loss minus gain gives
\begin{align}
\frac{dN}{dt}&=-\gamma_0[N(n+1)^2-(N+1)n^2]\nonumber\\
&=-\gamma_0[(1+2n)N-n^2].
\end{align}
The relaxation rate is $\gamma_0(1+2n)$. The stationary value $n^2/(1+2n)$ is the parent's Bose occupation: with $r=n^2/(n+1)^2=e^{-4y}$ it equals $r/(1-r)=1/(e^{4y}-1)$. The reverse process matters here. Loss alone would give the factor $(n+1)^2$.

If both daughters occupy the same mode, the commutator is $[b^2,b^{\dagger2}]$. Its value in a state with $m$ quanta is $(m+1)(m+2)-m(m-1)=4m+2$, with mean $2(1+2n)$. The extra 2 belongs to $\Gamma_0$, so the relative broadening is unchanged.

Finally,
\begin{equation}
F=1+\frac{2}{e^{2y}-1}=\frac{e^{2y}+1}{e^{2y}-1}=\coth y ,
\label{eq:coth}
\end{equation}
which is odd, as required.

\section{High temperature and its first correction}

For small $y$, divide the series of $\cosh y$ by that of $\sinh y$:
\begin{align}
\coth y&=\frac1y\,\frac{1+y^2/2+O(y^4)}{1+y^2/6+O(y^4)}\nonumber\\
&=\frac1y\left[1+\left(\frac12-\frac16\right)y^2+O(y^4)\right]
=\frac1y+\frac y3+O(y^3).
\label{eq:high}
\end{align}
The first term is the classical width, proportional to $T$; the second is the leading quantum correction.

At 300 K, $y$ is not very small, so the error needs a bound. Multiply the difference between the two-term form and $\coth y$ by $\sinh y>0$ and collect powers:
\begin{align}
&\left(\frac1y+\frac y3\right)\sinh y-\cosh y\nonumber\\
&\quad=\sum_{k\ge0}\frac{y^{2k}}{(2k+1)!}
\left[1+\frac{2k(2k+1)}3-(2k+1)\right]\nonumber\\
&\quad=\sum_{k\ge2}\frac{4k(k-1)}{3(2k+1)!}\,y^{2k}>0 .
\label{eq:lower}
\end{align}
The two-term form is therefore too large for every $y>0$. To limit the excess, subtract \eqref{eq:lower} from $(y^3/45)\sinh y$. The coefficient of $y^{2k}$ in the latter is $(2k+1)(2k)(2k-1)(2k-2)/[45(2k+1)!]$, so the difference is
\begin{align}
&\sum_{k\ge2}\frac{4k(k-1)}{(2k+1)!}
\left[\frac{4k^2-1}{45}-\frac13\right]y^{2k}\nonumber\\
&\quad=\sum_{k\ge3}\frac{16k(k-1)(k^2-4)}{45(2k+1)!}\,y^{2k}>0 .
\end{align}
Together,
\begin{equation}
0<\frac1y+\frac y3-\coth y<\frac{y^3}{45},\qquad y>0 .
\label{eq:bound}
\end{equation}

\section{The estimate at 300 K}

Take $\nu=600$ cm$^{-1}$. At 300 K, $k_BT/hc=208.5$ cm$^{-1}$, so
\begin{equation}
y=\frac{600}{4\times208.5}=0.719 .
\end{equation}
The two terms of \eqref{eq:high} give
\begin{equation}
\frac{\Gamma(300\,\mathrm K)}{\Gamma_0}\approx1.390+0.240=1.630 ,
\end{equation}
an increase of 63 percent. The bound \eqref{eq:bound} says that this ratio is too large by less than 0.0083. The full formula, with $n=0.311$, gives
\begin{equation}
\frac{\Gamma(300\,\mathrm K)}{\Gamma_0}=1+2(0.311)=1.622 ,
\end{equation}
an increase of 62 percent.

The classical term must be used consistently. Alone it gives a ratio of 1.39, hence an increase of 39 percent, which is too small. Replacing $n$ by $1/(2y)$ inside $1+2n$ instead gives an increase of 139 percent, which is far too large. The expansion
\begin{equation}
n=\frac{\coth y-1}{2}=\frac1{2y}-\frac12+\frac y6+O(y^3)
\end{equation}
shows why: twice the term $-1/2$ cancels the 1 in $1+2n$. Keeping the 1 while dropping the $-1/2$ mixes orders.

For a chosen $\Gamma_0=5.0$ cm$^{-1}$, the width grows to $5.0\times1.622=8.1$ cm$^{-1}$, and the lifetime falls from 1.06 to 0.65 ps. The percentage does not depend on this choice while the coupling remains weak.

\section{Low temperature}

For large $y$, set $q=e^{-2y}$ and expand the geometric series:
\begin{equation}
\coth y=\frac{1+q}{1-q}=1+2q+2q^2+\frac{2q^3}{1-q}.
\label{eq:low}
\end{equation}
The leading thermal growth, $2q$, is exponentially small because the daughter modes are nearly empty. The 1 in $1+2n$, which describes decay into empty daughter modes, keeps the width at $\Gamma_0$.

At 100 K, $y=2.158$ and $2q=0.027$, in agreement with the full increase of 2.7 percent. The high-temperature form would give 18 percent there. At 300 K the roles are reversed: $q=0.237$, and \eqref{eq:low} through $q^2$ gives $1+0.474+0.113=1.587$, less accurate than the 1.630 of \eqref{eq:high}.

\section{A numerical test of the line}

The continuum argument was tested by diagonalizing the linear equations for one phonon and 1200 pairs, spaced by 0.5 cm$^{-1}$ between 300 and 900 cm$^{-1}$. The coupling gave $\Gamma_0=5$ cm$^{-1}$, and each pair had its own thermal factor. The widths were 5.03 cm$^{-1}$ at zero temperature and 8.15 cm$^{-1}$ at 300 K, each about 0.5 percent above \eqref{eq:width}.

The finite band explains the excess at $T=0$. At a distance $\delta$ from the centre of a flat band of half-width $W$, the real part of the self-energy is
\begin{equation}
\frac{\Gamma_0}{2\pi}\ln\frac{W+\delta}{W-\delta}\approx\frac{\Gamma_0}{\pi W}\,\delta .
\end{equation}
This changes $\delta$ in the resonance denominator to $\delta(1-\Gamma_0/\pi W)$ and widens the line by the relative amount $5/(300\pi)=0.005$. At 300 K the thermal factor varies across the band, so this flat-band estimate does not apply unchanged. The closer agreement of the width ratio, 1.622, should not be read as a measure of the method's accuracy.

The diagonalization starts from the thermal replacement made in Section 2 and does not test it. The population master equation does not test it either, because its rates also hold the daughters at their thermal means. Its slowest nonzero relaxation rate equals the loss factor minus the gain factor, whatever their values; the numerical result, $1.622\,\gamma_0$, confirms the algebra of Section 2.

\section{When the estimate changes}

\subsection{Other decay channels}

For unequal daughters the factor is $1+n_1+n_2$. The occupation $n(x)=\sum_{m\ge1}e^{-mx}$, with $x$ the phonon energy over $k_BT$, is a sum of convex functions. At fixed total energy, $n_1+n_2$ is therefore smallest for equal daughters. Splitting 600 into 450 and 150 cm$^{-1}$ raises the increase from 62 to 108 percent.

The parent may also absorb a thermal phonon $b$ and produce a phonon $c$. Loss minus gain is then
\begin{equation}
Nn_b(n_c+1)-(N+1)(n_b+1)n_c=N(n_b-n_c)-n_c(n_b+1),
\end{equation}
so the width gains a term proportional to $n_b-n_c$, which vanishes at $T=0$. For $b$ at 150 and $c$ at 750 cm$^{-1}$ this difference is 0.921. With a chosen strength of $0.10\,\Gamma_0$, the increase becomes $62.2+9.2=71$ percent.

Decay into three equal phonons has the factor $(n_3+1)^3-n_3^3$, where $n_3$ is the occupation at 200 cm$^{-1}$. It equals 4.02 at 300 K. At the same chosen strength this channel also adds to the width at $T=0$, and the ratio is
\begin{equation}
\frac{1.622+0.10\times4.02}{1+0.10}=1.84 .
\end{equation}

\subsection{Frequency shift and static broadening}

Differentiating \eqref{eq:coth} at fixed $T$ gives
\begin{equation}
\frac{dF}{d\nu}=-\frac{y}{\nu\sinh^2y}=-\frac{y(F^2-1)}{\nu}
\approx-0.0020\ \mathrm{cm}.
\end{equation}
A softening of 10 cm$^{-1}$, with $\Gamma_0$ held fixed, therefore raises the increase by 2 percentage points, to 64 percent.

A static Lorentzian distribution of frequencies adds its full width to $\Gamma$, because the time signals $e^{-\Gamma s/2}$ and $e^{-\Gamma_{\rm st}s/2}$ multiply. With $\Gamma_{\rm st}=5.0$ cm$^{-1}$ at both temperatures, the total grows from 10.0 to 13.1 cm$^{-1}$, or 31 percent.

\subsection{Hafnia films}

The wavenumber of 600 cm$^{-1}$ lies in the range of the high-frequency, oxygen-dominated modes of hafnia. The 5 cm$^{-1}$ width and the channel strengths are choices, not computed properties of hafnia. The polar orthorhombic phase has twelve atoms in its primitive cell and hence 36 phonon branches, so restricting decay to equal daughters is a strong assumption. Grains, defects and nonuniform strain in a film can add static broadening.

These effects can mask one another. The 450 and 150 cm$^{-1}$ channel, combined with 3.7 cm$^{-1}$ of Lorentzian static width (a Gaussian distribution does not add linearly and would need a somewhat different value), gives $(5\times2.08+3.7)/(5+3.7)=1.62$, the same ratio as symmetric decay alone. A measured growth near 60 percent would therefore not by itself identify symmetric decay. Temperature matters too: at 358 K, a hot operating condition, the ideal symmetric channel gives an increase of 86 percent over zero temperature. The remaining values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
phonon wavenumber: 600 cm^-1
each daughter: 300 cm^-1
chosen width at 0 K: 5.0 cm^-1
hc/k: 1.4388 cm K
MAIN RESULT
kT/hc at 300 K: 208.5 cm^-1
daughter energy / kT at 300 K: 1.4388 (no unit)
daughter occupation at 300 K: 0.3110 (no unit)
width ratio 300 K / 0 K: 1.6220 (no unit)
width increase 0 to 300 K: 62.2 percent
width at 300 K: 8.11 cm^-1
lifetime at 0 K: 1.062 ps
lifetime at 300 K: 0.655 ps
HAND ESTIMATE AT 300 K
y = hc nu/(4kT): 0.7194 (no unit)
classical ratio 1/y: 1.3901 (no unit)
high-T increase 2n ~ 2/(2y): 139.0 percent
ratio 1/y + y/3: 1.6299 (no unit)
error bound y^3/45: 0.0083 (no unit)
INDEPENDENT CHECKS
loss factor (n+1)^2: 1.7187 (no unit)
gain factor n^2: 0.0967 (no unit)
master-equation gap: 1.6220 (no unit)
diagonalized width, 0 K: 5.027 cm^-1
diagonalized width, 300 K: 8.153 cm^-1
energy decay rate, 0 K: 5.027 cm^-1
energy decay rate, 300 K: 8.153 cm^-1
diagonalized width ratio: 1.6220 (no unit)
INCREASE OVER 0 K AT OTHER TEMPERATURES
at 100 K: 2.7 percent
at 200 K: 26.1 percent
at 358 K: 85.5 percent
at 400 K: 103.0 percent
NEGLECTED EFFECTS: INCREASE FROM 0 TO 300 K
split 450 + 150 cm^-1: 108.0 percent
chosen strength of extra channels: 0.10 (no unit)
absorption factor n(150)-n(750): 0.9213 (no unit)
with absorption channel: 71.4 percent
three-phonon factor: 4.0218 (no unit)
with three-phonon decay: 84.0 percent
parent softened by 10 cm^-1: 64.2 percent
static width added: 5.0 cm^-1
total width at 300 K with it: 13.11 cm^-1
with static broadening: 31.1 percent
\end{verbatim}
